**Determinant spin matrix elements and Löwdin projection for four open shells**

The program tests $\mathbf S^2=N(4-N)/4+\sum_{i<j}P_{ij}$, where $N$ is the number of electrons and $P_{ij}$ exchanges two electron spins, against Pauli matrices for two to five spins. It compares the derived rules with ladder operators in Fock space for all pairs of 70 four-electron determinants, with equal and with different $\alpha$ and $\beta$ orbitals; the largest error is about $5\times10^{-15}$. For four open shells it asserts that Löwdin's product agrees with projectors built from eigenvectors of $\mathbf S^2$. The output gives weights $1/3$, $1/2$ and $1/6$ for total spin $S=0,1,2$ in the determinant $|\alpha\alpha\beta\beta\rangle$, and shows two independent singlets. For carbon $2s2p^3$, with quintet ROHF orbitals in cc-pVTZ, it compares the spin-exchange energy formula with the second-quantized Hamiltonian. The projected singlet lies 0.1486 hartree (4.04 eV) above the determinant and is an eigenstate in the four-orbital valence space to rounding error. The triplet component has an energy spread of 0.125 hartree, so it is not an energy eigenstate.

## Program and output

```python
"""
Result under test: S^2 = N(4-N)/4 + sum_{i<j} P_ij (P_ij exchanges two spins),
the determinant matrix elements that follow from it, and Lowdin's projector
O_0 = (S^2-2)(S^2-6)/12 acting on a determinant with four open shells a,b,c,d:
O_0|aabb> = (|aabb>+|bbaa>)/3 - (|abab>+|abba>+|baab>+|baba>)/6,
where the letters a,b in the kets stand for spins alpha,beta.
Energies: H = E0 - sum K_ij P_ij inside one orbital occupation; K_ij = exchange
integral, E0 = core + one-electron + Coulomb energy. Example: carbon 2s2p^3.
Spin labels in the code: 0 = alpha, 1 = beta. hbar = 1, Hartree atomic units.
"""
from functools import reduce
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo

# ---- Dirac's identity and S^2 for N spins, from Pauli matrices ----
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]], complex)]


def one_spin(op, site, n):
    return reduce(np.kron, [op if k == site else np.eye(2) for k in range(n)])


def exchange_spins(i, j, n):
    tensor = np.eye(2**n).reshape([2] * n + [2**n])
    return np.swapaxes(tensor, i, j).reshape(2**n, 2**n)


s_dot_s = sum(one_spin(p, 0, 2) @ one_spin(p, 1, 2) for p in pauli) / 4
assert np.allclose(exchange_spins(0, 1, 2), 0.5 * np.eye(4) + 2 * s_dot_s)
for n in range(2, 6):
    total = [sum(one_spin(p, k, n) for k in range(n)) / 2 for p in pauli]
    s2_pauli = sum(t @ t for t in total)
    s2_dirac = n * (4 - n) / 4 * np.eye(2**n) + sum(
        exchange_spins(i, j, n) for i, j in combinations(range(n), 2))
    assert np.allclose(s2_pauli, s2_dirac)

# ---- Fock space of four spatial orbitals, from fermion operators ----
NORB = 4
NMODE = 2 * NORB
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
ann = [reduce(np.kron, [parity] * k + [lower] + [np.eye(2)] * (NMODE - k - 1))
       for k in range(NMODE)]
cre = [a.T for a in ann]
vacuum = np.zeros(2**NMODE)
vacuum[0] = 1.0


def total_s2(orbitals):
    """S^2 of the electrons in the listed orbitals, from ladder operators."""
    s_plus = sum(cre[2 * p] @ ann[2 * p + 1] for p in orbitals)
    s_z = sum(cre[2 * p] @ ann[2 * p] - cre[2 * p + 1] @ ann[2 * p + 1]
              for p in orbitals) / 2
    return s_plus.T @ s_plus + s_z @ s_z + s_z


S2 = total_s2(range(NORB))


def determinant(spin_orbitals, creators):
    vec = vacuum
    for so in reversed(spin_orbitals):
        vec = creators[so] @ vec
    return vec


def s2_rule(bra, ket, overlap):
    """Derived matrix element; spin orbitals are (spatial index, spin)."""
    rest = [x for x in ket if x not in bra]
    aligned = [x if x in ket else rest.pop(0) for x in bra]
    order = [ket.index(x) for x in aligned]
    sign = round(np.linalg.det(np.eye(len(ket))[order]))
    diff = [k for k in range(len(bra)) if bra[k] != aligned[k]]
    if len(diff) == 0:
        alpha = [x for x in bra if x[1] == 0]
        beta = [x for x in bra if x[1] == 1]
        m = (len(alpha) - len(beta)) / 2
        return m * (m + 1) + len(beta) - sum(
            overlap(x, y)**2 for x in alpha for y in beta)
    if len(diff) == 1:
        p, r = bra[diff[0]], aligned[diff[0]]
        if p[1] != r[1]:
            return 0.0
        return -sign * sum(overlap(p, j) * overlap(j, r)
                           for j in bra if j != p and j[1] != p[1])
    if len(diff) == 2:
        p, q = (bra[k] for k in diff)
        r, s = (aligned[k] for k in diff)
        direct = overlap(p, r) * overlap(q, s) * (p[1] == s[1]) * (q[1] == r[1])
        swapped = overlap(p, s) * overlap(q, r) * (p[1] == r[1]) * (q[1] == s[1])
        return sign * (direct - swapped)
    return 0.0


rng = np.random.default_rng(7)
orb_a = np.linalg.qr(rng.normal(size=(NORB, NORB)))[0]
orb_b = np.linalg.qr(rng.normal(size=(NORB, NORB)))[0]
all_so = [(p, s) for p in range(NORB) for s in (0, 1)]
all_dets = [list(c) for c in combinations(all_so, 4)]
rule_errors = []
for sets in [(orb_a, orb_a), (orb_a, orb_b)]:
    creators = {(p, s): sum(sets[s][m, p] * cre[2 * m + s] for m in range(NORB))
                for p, s in all_so}
    vecs = np.array([determinant(d, creators) for d in all_dets]).T
    direct_matrix = vecs.T @ S2 @ vecs

    def overlap(x, y):
        return sets[x[1]][:, x[0]] @ sets[y[1]][:, y[0]]

    rule_matrix = np.array([[s2_rule(b, k, overlap) for k in all_dets]
                            for b in all_dets])
    rule_errors.append(np.abs(rule_matrix - direct_matrix).max())
    assert rule_errors[-1] < 1e-10
    if sets[0] is sets[1]:
        # closed shells drop out: only open-shell beta electrons are counted
        for k, d in enumerate(all_dets):
            m = sum(0.5 - s for _, s in d)
            open_beta = sum(s == 1 and (p, 0) not in d for p, s in d)
            assert abs(direct_matrix[k, k] - m * (m + 1) - open_beta) < 1e-10

# ---- four open shells with M = 0 ----
patterns = [(0, 0, 1, 1), (0, 1, 0, 1), (0, 1, 1, 0),
            (1, 0, 0, 1), (1, 0, 1, 0), (1, 1, 0, 0)]
names = ["".join("ab"[s] for s in pat) for pat in patterns]
plain = {(p, s): cre[2 * p + s] for p, s in all_so}
V = np.array([determinant(list(enumerate(pat)), plain) for pat in patterns]).T
s2_six = V.T @ S2 @ V
assert np.allclose(S2 @ V, V @ s2_six)        # the six determinants are closed
A = np.array([[float(sum(x != y for x, y in zip(p, q)) == 2) for q in patterns]
              for p in patterns])
C = np.fliplr(np.eye(6))                      # flips all four spins
assert np.allclose(s2_six, 2 * np.eye(6) + A)
assert np.allclose(A @ A, 4 * np.eye(6) + 2 * A + 4 * C)
s2_values, s2_vectors = np.linalg.eigh(s2_six)
assert np.allclose(s2_values, [0, 0, 2, 2, 2, 6])


def lowdin(spin):
    out = np.eye(6)
    for k in (0, 1, 2):
        if k != spin:
            out = out @ (s2_six - k * (k + 1) * np.eye(6)) / (
                spin * (spin + 1) - k * (k + 1))
    return out


projectors = [lowdin(s) for s in (0, 1, 2)]
for s, proj in enumerate(projectors):
    chosen = s2_vectors[:, np.abs(s2_values - s * (s + 1)) < 1e-8]
    assert np.allclose(proj, chosen @ chosen.T)
assert np.allclose(projectors[0], np.eye(6) / 3 - A / 6 + C / 3)

start = np.eye(6)[0]
after_first = (s2_six @ start - 2 * start) / (0 - 2)
projected = (s2_six @ after_first - 6 * after_first) / (0 - 6)
assert np.allclose(projected, np.array([2, -1, -1, -1, -1, 2]) / 6)
weights = np.array([start @ proj @ start for proj in projectors])
assert np.allclose(weights, [1 / 3, 1 / 2, 1 / 6])
assert abs(weights @ [0, 2, 6] - s2_six[0, 0]) < 1e-12
singlet = projected / np.linalg.norm(projected)
psi = V @ singlet
assert np.linalg.norm(S2 @ psi) < 1e-10
pair_ab = psi @ total_s2([0, 1]) @ psi
pair_cd = psi @ total_s2([2, 3]) @ psi
for pair in ([0, 1], [2, 3]):
    assert np.allclose(total_s2(pair) @ psi, 2 * psi)

three = projectors[0][:, :3]
assert np.allclose(three.sum(axis=1), 0)
other = three[:, 1] / np.linalg.norm(three[:, 1])
singlet_overlap = singlet @ other
assert abs(singlet_overlap + 0.5) < 1e-10
n_singlets = np.linalg.matrix_rank(projectors[0], tol=1e-8)
assert n_singlets == 2

string_signs = []
for k, pat in enumerate(patterns):
    string_order = sorted(enumerate(pat), key=lambda x: (x[1], x[0]))
    string_signs.append(determinant(string_order, plain) @ V[:, k])
string_coefficients = projected * string_signs

# ---- carbon 2s2p^3 from quintet ROHF orbitals ----
mol = gto.M(atom="C 0 0 0", basis="cc-pvtz", spin=4, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
core = mf.mo_coeff[:, mf.mo_occ == 2]
active = mf.mo_coeff[:, mf.mo_occ == 1]
assert core.shape[1] == 1 and active.shape[1] == NORB
is_s = np.array([lab[2].endswith("s") for lab in mol.ao_labels(fmt=None)])
active = active[:, np.argsort(-(active[is_s]**2).sum(axis=0))]
dm_core = 2 * core @ core.T
vj, vk = scf.hf.get_jk(mol, dm_core)
h_ao = mf.get_hcore()
v_core = vj - vk / 2
e_core = mol.energy_nuc() + np.sum(dm_core * (h_ao + v_core / 2))
h_act = active.T @ (h_ao + v_core) @ active
eri = ao2mo.kernel(mol, active, compact=False).reshape([NORB] * 4)

shift = {(p, q): sum(cre[2 * p + s] @ ann[2 * q + s] for s in (0, 1))
         for p in range(NORB) for q in range(NORB)}
shifted = {pq: op @ V for pq, op in shift.items()}
HV = e_core * V
for (p, q), op in shift.items():
    HV = HV + h_act[p, q] * shifted[p, q]
    inner = sum(eri[p, q, r, s] * shifted[r, s]
                for r in range(NORB) for s in range(NORB))
    HV = HV + 0.5 * op @ inner
    HV = HV - 0.5 * sum(eri[p, r, r, q] for r in range(NORB)) * shifted[p, q]
H6 = V.T @ HV

K = np.einsum("pqqp->pq", eri)
J = np.einsum("ppqq->pq", eri)
pairs = list(combinations(range(NORB), 2))
E0 = e_core + np.trace(h_act) + sum(J[p, q] for p, q in pairs)
H_spin = E0 * np.eye(6)
for p, q in pairs:
    for col, pat in enumerate(patterns):
        new = list(pat)
        new[p], new[q] = new[q], new[p]
        H_spin[patterns.index(tuple(new)), col] -= K[p, q]
assert np.allclose(H6, H_spin, atol=1e-9)

K_sp, K_pp = K[0, 1], K[2, 3]
assert np.ptp(K[0, 1:]) < 1e-6
assert np.ptp([K[1, 2], K[1, 3], K[2, 3]]) < 1e-6
E_det = H6[0, 0]
energies, spreads = [], []
for proj in projectors:
    c = proj @ start
    c = c / np.linalg.norm(c)
    energy = c @ H6 @ c
    energies.append(energy)
    spreads.append(np.linalg.norm(HV @ c - energy * (V @ c)))
E_S, E_T, E_Q = energies
general_singlet = E0 - K[0, 1] - K[2, 3] + 0.5 * (
    K[0, 2] + K[0, 3] + K[1, 2] + K[1, 3])
assert abs(E_S - general_singlet) < 1e-9
assert abs(E_S - E0) < 1e-6
assert abs(E_T - (E0 - K_sp - K_pp)) < 1e-6
assert abs(E_Q - (E0 - 3 * K_sp - 3 * K_pp)) < 1e-6
assert abs(E_Q - mf.e_tot) < 1e-7
assert abs(weights @ energies - E_det) < 1e-9
assert abs(E_det - E_T) < 1e-6
assert spreads[0] < 1e-5 and spreads[2] < 1e-5
assert spreads[1] > 1e-2
assert abs(spreads[1] - np.sqrt(2) * abs(K_sp - K_pp)) < 1e-5

# the general singlet energy formula with six unequal exchange integrals
K_test = rng.uniform(0.1, 1.0, size=6)
exchange_sum = np.zeros((16, 16))
for value, (p, q) in zip(K_test, pairs):
    exchange_sum += value * exchange_spins(p, q, 4)
spin_vector = np.zeros(16)
for c, pat in zip(singlet, patterns):
    spin_vector[int("".join(map(str, pat)), 2)] = c
assert abs(-spin_vector @ exchange_sum @ spin_vector
           - (-K_test[0] - K_test[5] + K_test[1:5].sum() / 2)) < 1e-10

ev = physical_constants["Hartree energy in eV"][0]
print("Determinants compared, four electrons in four orbitals:", len(all_dets))
print(f"Largest rule error, equal alpha/beta orbitals: {rule_errors[0]:.1e}")
print(f"Largest rule error, different orbitals: {rule_errors[1]:.1e}")
print("Spin patterns of orbitals a,b,c,d (a=alpha, b=beta):", *names)
print("S^2 matrix in this order (units of hbar^2):")
for row in s2_six:
    print("  ", *[f"{x:3.0f}" for x in row])
print("S^2 eigenvalues:", *[f"{abs(x):.4f}" for x in s2_values])
print("Pattern, after triplet factor, after both factors, alpha-first order:")
for k, name in enumerate(names):
    print(f"   {name} {after_first[k]:9.6f} {projected[k]:9.6f}"
          f" {string_coefficients[k]:9.6f}")
print("Normalized singlet coefficients:", *[f"{x:.6f}" for x in singlet])
print(f"Squared norm of projected determinant: {projected @ projected:.6f}")
print("Weights of S=0,1,2 in aabb:", *[f"{w:.6f}" for w in weights])
print(f"<S^2> of aabb: {s2_six[0, 0]:.6f}")
print(f"Pair spin squared in the singlet: ab {pair_ab:.6f}, cd {pair_cd:.6f}")
print("Number of independent singlets:", n_singlets)
print(f"Overlap of normalized singlets from aabb and abab: {singlet_overlap:.6f}")
print("Carbon 2s2p^3, quintet ROHF orbitals, cc-pVTZ, frozen 1s core:")
print(f"K_sp = {K_sp:.6f} hartree")
print(f"K_pp = {K_pp:.6f} hartree")
print(f"E0 = {E0:.6f} hartree")
print(f"Determinant energy = {E_det:.6f} hartree")
print(f"Projected singlet energy = {E_S:.6f} hartree")
print(f"Projected triplet mean energy = {E_T:.6f} hartree")
print(f"Projected quintet energy = {E_Q:.6f} hartree")
print(f"Quintet ROHF energy = {mf.e_tot:.6f} hartree")
print(f"Singlet minus determinant = {E_S - E_det:.6f} hartree"
      f" = {(E_S - E_det) * ev:.4f} eV")
print(f"Energy spread of singlet = {spreads[0]:.1e} hartree")
print(f"Energy spread of triplet component = {spreads[1]:.6f} hartree")
print("tests ok")
```

It prints:

```
Determinants compared, four electrons in four orbitals: 70
Largest rule error, equal alpha/beta orbitals: 5.3e-15
Largest rule error, different orbitals: 5.3e-15
Spin patterns of orbitals a,b,c,d (a=alpha, b=beta): aabb abab abba baab baba bbaa
S^2 matrix in this order (units of hbar^2):
     2   1   1   1   1   0
     1   2   1   1   0   1
     1   1   2   0   1   1
     1   1   0   2   1   1
     1   0   1   1   2   1
     0   1   1   1   1   2
S^2 eigenvalues: 0.0000 0.0000 2.0000 2.0000 2.0000 6.0000
Pattern, after triplet factor, after both factors, alpha-first order:
   aabb -0.000000  0.333333  0.333333
   abab -0.500000 -0.166667  0.166667
   abba -0.500000 -0.166667 -0.166667
   baab -0.500000 -0.166667 -0.166667
   baba -0.500000 -0.166667  0.166667
   bbaa -0.000000  0.333333  0.333333
Normalized singlet coefficients: 0.577350 -0.288675 -0.288675 -0.288675 -0.288675 0.577350
Squared norm of projected determinant: 0.333333
Weights of S=0,1,2 in aabb: 0.333333 0.500000 0.166667
<S^2> of aabb: 2.000000
Pair spin squared in the singlet: ab 2.000000, cd 2.000000
Number of independent singlets: 2
Overlap of normalized singlets from aabb and abab: -0.500000
Carbon 2s2p^3, quintet ROHF orbitals, cc-pVTZ, frozen 1s core:
K_sp = 0.118449 hartree
K_pp = 0.030153 hartree
E0 = -37.150901 hartree
Determinant energy = -37.299503 hartree
Projected singlet energy = -37.150901 hartree
Projected triplet mean energy = -37.299503 hartree
Projected quintet energy = -37.596705 hartree
Quintet ROHF energy = -37.596705 hartree
Singlet minus determinant = 0.148601 hartree = 4.0436 eV
Energy spread of singlet = 8.7e-15 hartree
Energy spread of triplet component = 0.124869 hartree
tests ok
```
